# Detecting First-Order Transitions by Histogram Barriers in a Three-State Polar Lattice

A lattice simulation of a ferroelectric gives a steep rise of polarization at some temperature. Before that temperature is refined, one decision is needed. If the transition is first-order, it is located by balancing two phases, and a latent heat and hysteresis should be expected. If it is continuous, critical scaling applies and there is no latent heat. A steep curve on a small lattice cannot settle this, and neither can one double-peaked energy histogram. The criterion used here is how the free-energy barrier between the peaks grows with lattice size.

## Model and criterion

Each cell of a periodic $L\times L$ square lattice is polar down, nonpolar or polar up, $P_i=-1,0,+1$, with energy

$$E=-J\sum_{\langle ij\rangle}P_iP_j+D\sum_iP_i^2 .$$

The nonpolar state carries a temperature-independent statistical weight $g$, and each polar state has weight 1. Such a weight arises when the nonpolar state has softer classical vibrations. With three harmonic modes per cell, $g=6.5$ means a frequency ratio of $6.5^{1/3}\approx1.9$. Units are $J=k_B=1$ and cell length 1; $\beta=1/T$ and $N=L^2$.

Three states do not by themselves make a transition first-order: this model has continuous, tricritical and first-order regimes. A low-temperature estimate shows where the two phases balance. A fully polar cell has energy $-2J+D$, since there are two bonds per cell. A nonpolar cell has free energy $-T\ln g$. For $D=1$ and $g=6.5$, equality gives $T=1/\ln 6.5=0.534$. Thermal excitations move this to $0.5257$, as found below.

Let $P(E)$ be the energy distribution at the temperature where its two peaks are equally high. The barrier, in units of $k_BT$, is

$$B(L)=\ln\frac{P_{\rm peak}}{P_{\rm valley}} .$$

For short-range forces, periodic boundaries and $L$ well above the correlation length, a first-order transition in $d$ dimensions gives

$$B(L)=2\sigma L^{d-1}+\text{subleading terms},$$

where $\sigma$ is the free energy of a polar–nonpolar wall per unit area, divided by $k_BT$.

## Why the barrier follows the wall area

At the valley energy, part of the lattice is polar and the rest nonpolar. The cheapest arrangement for a middling energy is a slab. Periodicity requires two walls, each of area $L^{d-1}$, so the leading cost is $2\sigma L^{d-1}$.

The prefactor matters on small lattices. Let $w_L$ be the statistical weight of one wall at a given position. One wall can be placed in about $L$ positions, and the slab thickness $\ell$ is then fixed by the energy. With $\Delta e$ the energy difference per cell between the phases, $|dE|=L^{d-1}\Delta e\,d\ell$. The density of slab states in energy, relative to the weight of one pure phase, is therefore

$$P_{\rm valley}\propto \frac{L\,w_L^2}{L^{d-1}\Delta e}\propto L^{2-d}w_L^2 .$$

A pure phase has energy variance $CL^d$, so its Gaussian peak has height $P_{\rm peak}\propto L^{-d/2}$. Dividing,

$$\frac{P_{\rm valley}}{P_{\rm peak}}\propto L^{2-d/2}w_L^2 .$$

In $d=2$ this is $Lw_L^2$. A wall across the lattice is a fluctuating line that must return to its starting height after $L$ steps. The return probability of such a random walk falls as $L^{-1/2}$, so $w_L\propto L^{-1/2}e^{-\sigma L}$. The powers of $L$ cancel, leaving $B=2\sigma L+{\rm const}$ at leading order.

At a critical or tricritical point there is no wall tension. If the singular energy fluctuations dominate, the distribution has a fixed shape in a suitably scaled energy, and the ratio of any peak to any valley tends to a constant. Two peaks may therefore be present without a first-order transition; their barrier then stops growing.

## Sampling and reweighting

Let $h$ be the sum of $P$ over the four neighbours of a cell. The part of the energy that depends on this cell is $DP^2-JhP$, so its conditional distribution is

$$p(P|h)=\frac{g^{\delta_{P0}}e^{-\beta(DP^2-JhP)}}{g+e^{-\beta(D-Jh)}+e^{-\beta(D+Jh)}} .$$

Drawing a new value from this distribution leaves the canonical distribution unchanged. For even $L$, cells of one checkerboard colour have neighbours of the other colour only, so a whole colour can be updated at once.

The canonical distribution is $P_\beta(E)\propto\Omega(E)e^{-\beta E}$, where $\Omega$ counts configurations including their factors $g$. Since $\Omega$ does not depend on temperature, a histogram $H(E)$ taken at $\beta$ gives

$$P_{\beta'}(E)\propto H(E)e^{-(\beta'-\beta)E}.$$

This holds without approximation for the expected histogram. For a finite sample it is useful only at energies that were visited.

A $4\times4$ lattice permits a direct comparison. Its energies are integers from $-N$ to $3N$, that is $M=4N+1=65$ levels. Let $\mathcal T(\theta)$ be the row transfer matrix with each Boltzmann factor multiplied by $e^{i\theta E}$. The trace of its $L$th power, divided by its value at $\theta=0$, is the mean of $e^{i\theta E}$. Inverting this Fourier sum,

$$P(E)=\frac1M\sum_{m=0}^{M-1}e^{-2\pi imE/M}\,
\frac{{\rm Tr}\,\mathcal T(2\pi m/M)^L}{{\rm Tr}\,\mathcal T(0)^L}.$$

Half the summed absolute difference between sampled and exact probabilities was 0.0036. After reweighting to a temperature 6% higher it was 0.0033, against 0.37 without reweighting.

## Equal heights without choosing a dividing energy

Write $s=\beta'-\beta$. For a trial valley $E_v$ between a lower-energy peak $E_1$ and a higher-energy peak $E_2$, the two height differences are

$$S_k(s)=\ln H(E_k)-\ln H(E_v)-s(E_k-E_v),\qquad k=1,2 .$$

At a maximum, the shift of the peak position does not contribute to first order, so $dS_k/ds=E_v-E_k$. This is positive for $k=1$ and negative for $k=2$. One difference rises with $s$ and the other falls, so $\min(S_1,S_2)$ is largest where they cross, which is the point of equal heights. Maximizing also over $E_v$ picks the deepest valley and keeps this property. The algorithm thus needs one maximization and no hand-set boundary between phases.

At low temperature the discrete excitation energies make the histogram comb-like. A Gaussian smoothing of standard deviation $L/4$ removes the comb. A bulk peak in $d=2$ has variance $CL^2$, which smoothing changes to $(C+1/16)L^2$. Its height falls by the factor $\sqrt{C/(C+1/16)}$, which does not depend on $L$, so the slope of $B$ is preserved at this order. In another dimension the smoothing width should scale as $L^{d/2}$.

## Pseudocode

```
choose beta near coexistence
for each even L:
    start half the replicas polar, half nonpolar
    discard the first fifth of the sweeps
    alternate heat-bath updates of the two colours
    accumulate H(E) in 8 groups of replicas
    find the lowest and highest E where smoothed H > 2% of its maximum
    keep all energies between them, including the valley
    for trial s in a range of order 1/L^2:
        p(E) = smooth(H(E) * exp(-s*E))
        left(E)  = max of ln p at or below E
        right(E) = max of ln p at or above E
        depth(s) = max over E of min(left, right) - ln p
    B(L) = max over s of depth(s); refine s
    repeat leaving out one group at a time -> error of B
fit B(L) to a + b*L^(d-1)
compare b with 2*sigma from an independent calculation
```

If $B_k$ is the barrier with group $k$ left out and $n=8$, the jackknife error is $[(n-1)n^{-1}\sum_k(B_k-\bar B)^2]^{1/2}$. Whole replicas are grouped because successive sweeps of one replica are correlated.

## An independent wall tension

A straight line through a few barriers is weak evidence for a particular power of $L$. A separate value of $\sigma$ makes the comparison sharper. It comes from the transfer matrix of an infinitely long strip of width $L$.

Near coexistence the strip is a chain of long domains: nonpolar, up and down. In the space even under $P\to-P$, the two relevant states are $|0\rangle$ and $|s\rangle=(|+\rangle+|-\rangle)/\sqrt2$. A wall between nonpolar and either polar phase has amplitude $w_L$, so the coupling is $\langle0|\mathcal T|s\rangle=(w_L+w_L)/\sqrt2=\sqrt2\,w_L$ in units of the leading eigenvalue. With diagonal difference $\delta$, the eigenvalues are split by

$$m_L=2\sqrt{(\delta/2)^2+2w_L^2}=\sqrt{\delta^2+8w_L^2}.$$

For small splitting this equals the logarithm of the eigenvalue ratio. A direct up–down wall changes the diagonal element of $|s\rangle$, and hence $\delta$, but not the minimum. Varying temperature brings $\delta$ to zero, where $m_L=2\sqrt2\,w_L$. Inserting $w_L\propto L^{-1/2}e^{-\sigma L}$ gives

$$\sigma\approx\ln\frac{m_L\sqrt L}{m_{L+1}\sqrt{L+1}} .$$

For $D=1$, $g=6.5$ and widths 9 and 10, the minimum gaps are $0.03795$ and $0.02941$. Hence

$$\sigma\approx\ln\frac{0.03795}{0.02941}-\frac12\ln\frac{10}{9}
=0.255-0.053=0.202 .$$

The minimum lies at $T=0.5257$, the same for these two widths within the search tolerance of $2\times10^{-5}$.

The tension is less settled: successive pairs of widths give 0.224, 0.214, 0.207 and 0.202. If the prefactor of $w_L$ has a relative correction $a/L$, its logarithmic derivative changes the estimate by a term $b/L^2$. Using midpoints 8.5 and 9.5 for the last two pairs,

$$b\approx\frac{0.2072-0.2024}{1/8.5^2-1/9.5^2}\approx1.7,\qquad
\sigma_\infty\approx0.2024-\frac{1.7}{9.5^2}\approx0.18 .$$

This extrapolation assumes that the $1/L^2$ term dominates. It puts $2\sigma_\infty$ near 0.37, while the widest pair gives 0.405 without extrapolation.

## Reading the barriers

With $D$ and $g$ held fixed, the equal-height barriers are:

| $L$ | $B$ ($k_BT$) |
|---:|---:|
| 8 | $4.75\pm0.05$ |
| 10 | $5.49\pm0.09$ |
| 12 | $6.27\pm0.10$ |
| 14 | $6.8\pm0.3$ |
| 16 | $8.0\pm0.3$ |

A weighted line has slope $0.38\pm0.02$ and offset $1.7$. The barriers refer to a smoothing width of $L/4$. Using $L/6$ or $L/3$ instead moves them up or down by roughly 0.2, which is not included in the quoted errors. The shift is similar at all sizes, so it changes mainly the offset and alters the slope by only about 0.01. For the fit, 0.03 was added in quadrature to each error to allow for the part of this shift that varies with size. The slope is 0.94 times the unextrapolated $2\sigma=0.405$ and also agrees with the extrapolated 0.37. The growth is thus the growth expected from two walls of nonzero tension, and the transition at these parameters is identified as first-order.

The comparison with $2\sigma$ has a limit. In energy, the valley lies between 0.32 and 0.43 of the way from the nonpolar to the polar peak. This is not the polar fraction, because the two walls carry energy of their own: two flat walls already add about $J/L$ per cell. Measured by polarization, configurations at the valley energy are about half polar at $L=8$ and $L=12$. If the tension does not depend on direction, a round polar droplet has a shorter wall than a slab below a fraction $1/\pi\approx0.32$. The valley is thus inside the slab range, but on these small lattices only about three quarters of the valley configurations are slabs. The rest are droplets of one phase in the other, and they can affect the fitted slope.

The slope must be fitted, not replaced by $B/L$. At $L=16$ that ratio is $8.0/16=0.50$, well above $2\sigma$, because the offset has not become negligible. Nor does the fit determine the exponent by itself: the sizes span only a factor of two. The weight of the conclusion rests on the agreement with the strip tension.

The peaks also remain apart. Their separation is $0.047+0.922=0.97$ per cell at $L=8$ and $0.043+0.887=0.93$ at $L=16$. A 4% reduction accompanies a barrier increase of about 3.3.

For contrast, $g=1$ at the same $D$ was sampled at $T=1.40$, in the regime where the model orders continuously. The largest apparent barriers were 0.000 at $L=8$ and 0.008 at $L=16$. The ordering temperature was not located separately, so this shows that the analysis creates no appreciable barrier from a single peak; it is not a measurement of critical behaviour.

## Equal height is not equal phase weight

In phase $k$, let $f_k$ be the free energy per cell and $C_kL^2$ the energy variance. There are two polar phases, so equal heights require

$$\frac{2e^{-\beta Nf_p}}{\sqrt{C_p}}=\frac{e^{-\beta Nf_0}}{\sqrt{C_0}} .$$

Taking logarithms gives $N\beta(f_p-f_0)=\ln(2\sqrt{C_0/C_p})$. The left side vanishes at the coexistence value $\beta_0$. Since $d(\beta f)/d\beta=e$ and $e_p-e_0=-\Delta e$, expansion about $\beta_0$ yields

$$\beta_L=\beta_0-\frac{\ln(2\sqrt{C_0/C_p})}{L^2\Delta e}.$$

A fit in $1/L^2$ gives a limiting temperature of 0.5248, which is 0.0009, or 0.16%, below the strip value. The individual temperatures do not follow a smooth curve. The product $(\beta_L-\beta_0)L^2\Delta e$ should approach a constant, which is positive if $C_p>4C_0$ (with smoothing, each $C_k$ is replaced by $C_k+1/16$). Instead it is about 0.25 at $L=8$ and 0.7 at $L=16$. Part of this rise is a true finite-size correction: the exact distribution from the Fourier formula above gives 0.01 at $L=6$ and 0.13 at $L=8$. The sampled value at $L=8$ is thus about 0.1 too high.

One possible cause of such an excess, not tested here, is the starting population. Half the replicas begin polar, whereas at coexistence the two polar phases together have twice the nonpolar weight. If few replicas cross the barrier, the histogram lacks up to a factor of 2 in polar weight. Equalizing the peaks then needs an extra shift of up to $\ln2=0.69$ in the product above, towards lower temperature. This would raise the product most on the larger lattices, where crossings are rare. Random differences in the number of crossings also change the peak weights, however, and the two effects were not separated.

The barrier is less sensitive. Suppose the polar population is half its proper value relative to the nonpolar one, and valley configurations come equally from both sides. Their weight is then multiplied by $(1+\tfrac12)/2=0.75$. Reweighting to equal heights compares this with the geometric mean $\sqrt{1/2}=0.71$ for a valley midway between the peaks. The barrier error is $\ln(0.75/0.71)\approx0.06$, below the sampling error at $L=16$.

## Cost, stability and failure modes

One sweep costs of order $L^d$ operations, but the wait for a crossing, in sweeps, grows as $e^B$ times a power of $L$, because the energy range to be crossed also widens. From $L=16$ to $24$ the fitted barrier rises by $0.38\times8\approx3.04$. Valley visits become about 21 times rarer, and each sweep costs 2.25 times more, so equal precision needs nearly 50 times the work even before that extra power of $L$ is counted. If valley counts dominate the error, the uncertainty of 0.34 at $L=16$ corresponds to only $1/0.34^2\approx9$ independent visits. For larger barriers, sample with an extra weight $W(E)\approx1/P(E)$ and divide the histogram by $W$ afterwards. The strip calculation has its own limit: its vectors have $3^L$ entries, or 59,049 at width 10.

Several conditions can reverse the verdict:

- **Weak transitions.** If $L$ is below the correlation length, a first-order transition can show no barrier. Absence of growth is then inconclusive.
- **Unvisited energies.** An empty tail can imitate a valley. The energy window and the small range of $s$ guard against this.
- **Trapped replicas.** If no replica crosses, the relative peak heights reflect the starting states. Runs with different starting fractions should agree.
- **Changed geometry.** Open boundaries can support one wall instead of two, and a long box places the walls across its short section. The factor $2L^{d-1}$ must be changed accordingly.

The example is a two-dimensional model, so its tension should not be assigned to a ferroelectric crystal. Real crystals also have long-range dipolar and elastic forces. A slab with polarization normal to its walls can carry a depolarizing field, and phases of different spontaneous strain can stress each other. If the energy density of that field or stress stays finite as $L$ grows, it adds a term proportional to $L^d$, which eventually exceeds the wall term. The size of this change depends on the material and its boundary conditions and is not estimated here. In such a simulation, growth of the barrier can still be evidence of two distinct phases, but its slope is no longer a wall tension. The full set of temperatures, gaps and peak positions is in the numerical output.

## Numbers as computed

```
coupling J = 1 (energy unit), polar-state cost D = 1 J
nonpolar weight g = 6.5 (first-order case)
strip width 6: minimum gap 0.08859 per cell length at T = 0.52549 J/k_B
strip width 7: minimum gap 0.06557 per cell length at T = 0.52561 J/k_B
strip width 8: minimum gap 0.04952 per cell length at T = 0.52566 J/k_B
strip width 9: minimum gap 0.03795 per cell length at T = 0.52569 J/k_B
strip width 10: minimum gap 0.02941 per cell length at T = 0.52570 J/k_B
wall tension from widths 6,7: 0.2238 k_BT per cell length
wall tension from widths 7,8: 0.2140 k_BT per cell length
wall tension from widths 8,9: 0.2072 k_BT per cell length
wall tension from widths 9,10: 0.2024 k_BT per cell length
4x4 total-variation distance, sampled vs exact: 0.0036
4x4 distance after reweighting to T = 0.5572 J/k_B: 0.0033
4x4 distance at that T without reweighting: 0.3660
L = 8: 192 replicas, 4000 sweeps each, equal-height T = 0.52458 J/k_B
  barrier B = 4.746 +- 0.046 k_BT; low peak, valley, high peak = -0.922, -0.266, 0.047 J/cell
L = 10: 128 replicas, 6000 sweeps each, equal-height T = 0.52392 J/k_B
  barrier B = 5.485 +- 0.090 k_BT; low peak, valley, high peak = -0.910, -0.260, 0.040 J/cell
L = 12: 96 replicas, 9000 sweeps each, equal-height T = 0.52497 J/k_B
  barrier B = 6.268 +- 0.103 k_BT; low peak, valley, high peak = -0.903, -0.264, 0.042 J/cell
L = 14: 64 replicas, 13000 sweeps each, equal-height T = 0.52455 J/k_B
  barrier B = 6.835 +- 0.334 k_BT; low peak, valley, high peak = -0.893, -0.357, 0.041 J/cell
L = 16: 48 replicas, 20000 sweeps each, equal-height T = 0.52486 J/k_B
  barrier B = 8.012 +- 0.343 k_BT; low peak, valley, high peak = -0.887, -0.320, 0.043 J/cell
fitted barrier slope = 0.3818 +- 0.0234 k_BT per cell length
fitted barrier offset = 1.686 k_BT
twice the strip tension = 0.4048 k_BT per cell length
ratio of slope to twice the tension = 0.943
largest fit residual = 0.63 standard errors
equal-height T extrapolated to infinite L = 0.52484 J/k_B
strip coexistence T = 0.52570 J/k_B
continuous case: g = 1.0, sampled at T = 1.40 J/k_B
  L = 8: largest apparent barrier = 0.0000 k_BT
  L = 16: largest apparent barrier = 0.0079 k_BT
```
